# Why a lighter transport mass can worsen a short transistor

At equal off-current and equal supply voltage, a lighter transport mass can give a transistor less on-current. In the model below, turning one elliptical valley by 90 degrees changes the transport mass from 0.9 to 0.1 electron masses. With a 20 nm barrier the light orientation delivers 2.6 times the on-current of the heavy one. With a 6 nm barrier it delivers 0.03 times as much.

The belief that lighter is better has a sound basis: at a given barrier height, light carriers are injected faster. But the off-current specification fixes a leakage, not a barrier height. Light carriers tunnel more easily from source to drain, so their off-state barrier must be higher, and the same gate swing then leaves the channel less open.

## The true part: injection velocity

Take a ballistic n-channel with one parabolic two-dimensional subband, spin degeneracy $g=2$, and masses $m_x$ along transport and $m_y$ across it. The product $m_xm_y=m_d^2$ is held fixed, which fixes the density of states. Energies are measured from the source Fermi level, and $q>0$ is the elementary charge. The barrier top is at $U$, the source band edge at $-D$, and $\phi=U+D$ is the barrier height above that edge.

There are $g\,dk_x\,dk_y/(4\pi^2)$ states per area. Since $v_x\,dk_x=dE/\hbar$, where $E$ is the energy of the motion along $x$, including the potential, the source current per width is

$$\frac{I_S}{W}=\frac{qg}{4\pi^2\hbar}\int dE\,T(E)\int_{-\infty}^{\infty}dk_y\,f\!\left(E+\frac{\hbar^2k_y^2}{2m_y}\right).$$

Put $\varepsilon=\hbar^2k_y^2/(2m_ykT)$. The two signs of $k_y$ together give $dk_y\to(\sqrt{2m_ykT}/\hbar)\,\varepsilon^{-1/2}d\varepsilon$. With

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}},\qquad \Gamma(1/2)=\sqrt\pi,$$

and the opposite current from the drain, whose Fermi level is at $-qV$, the result is

$$\frac IW=I_0\int_{-D}^{\infty}\frac{dE}{kT}\,T(E)\left[F_{-1/2}\!\left(\frac{-E}{kT}\right)-F_{-1/2}\!\left(\frac{-E-qV}{kT}\right)\right],$$

$$I_0=\frac{qg\,kT\sqrt{2\pi m_ykT}}{4\pi^2\hbar^2}.$$

First suppose there is no tunnelling: $T=1$ above $U$ and zero below. Neglect drain injection and set $\eta=-U/kT$. Because $dF_{1/2}/d\eta=F_{-1/2}$, the integral gives $I/W=I_0F_{1/2}(\eta)$. The charge at the barrier top fills only states with $k_x>0$, half of the density of states $gm_d/(2\pi\hbar^2)$:

$$n=\frac{gm_dkT}{4\pi\hbar^2}\ln(1+e^\eta)=\frac{gm_dkT}{4\pi\hbar^2}F_0(\eta).$$

Dividing the current by $qn$ leaves the prefactor $\sqrt{2\pi m_ykT}/(\pi m_d)$. With $m_d=\sqrt{m_xm_y}$, the mass $m_y$ cancels:

$$v_{\rm inj}=\sqrt{\frac{2kT}{\pi m_x}}\;\frac{F_{1/2}(\eta)}{F_0(\eta)}.$$

At fixed $U$ the charge is the same for both orientations and the current scales as $m_x^{-1/2}$. For masses of 0.1 and 0.9 this is a factor of 3. It multiplies the thermal leakage as well as the on-current.

## The missing part: transmission

Let the barrier be $U(x)=U-4\phi x^2/L^2$, so that $L$ is its width at the energy of the source edge. $L$ is not the source-drain distance: the parabola reaches the drain band edge at $x=(L/2)\sqrt{(\phi+qV)/\phi}$, so with $L$ fixed that distance changes with bias. For $L=6$ nm it runs from 6.9 to 12.1 nm over the states considered below. Equating the curvature term to $\frac12m_x\omega^2x^2$ gives

$$\omega=\sqrt{\frac{8\phi}{m_xL^2}}.$$

For a parabola continued to large distance, set $\xi=x\sqrt{m_x\omega/\hbar}$ and $\epsilon=(E-U)/\hbar\omega$. The Schrödinger equation becomes $\psi''+(\xi^2+2\epsilon)\psi=0$. Far to the right the transmitted wave is $B\,\xi^{i\epsilon-1/2}e^{i\xi^2/2}$. Far to the left the reflected wave is $A\,|\xi|^{i\epsilon-1/2}e^{i\xi^2/2}$, accompanied by an incident wave of unit amplitude with the opposite phase.

Follow the solution from right to left along a large arc in the upper half of the complex $\xi$ plane. In the first quadrant $e^{i\xi^2/2}$ decays and is the sole exponential present. In the second it is the dominant one; the incident wave may appear beside it, but its own coefficient is unchanged. Replacing $\xi$ by $e^{i\pi}|\xi|$ therefore gives $A=-iBe^{-\pi\epsilon}$. Flux conservation, $|A|^2+|B|^2=1$, yields

$$T(E)=|B|^2=\frac{1}{1+\exp[2\pi(U-E)/\hbar\omega]}.$$

The real barrier ends in flat source and drain regions, so this expression is an approximation for it. Its error is examined below.

## Two leakage regimes

Define $s=\hbar\omega/(2\pi kT)$. If the important energies lie several $kT$ above the Fermi level, $F_{-1/2}(-E/kT)\approx e^{-E/kT}$. With $u=(E-U)/kT$ and the lower limit extended to $-\infty$, the leakage is the thermal value $I_0e^{-U/kT}$ times

$$R=\int_{-\infty}^{\infty}\frac{e^{-u}\,du}{1+e^{-u/s}}.$$

Substituting $w=e^{-u/s}$ turns this into a beta integral:

$$R=s\int_0^\infty\frac{w^{s-1}}{1+w}\,dw=\frac{\pi s}{\sin\pi s},\qquad 0<s<1.$$

For small $s$, $R\approx1+\pi^2s^2/6$, a mild correction. Deep below the top the integrand behaves as $e^{(1/s-1)u}$, which stops decaying at $s=1$. Setting $s=1$ gives the crossover mass

$$m_c=\frac{2\phi\hbar^2}{\pi^2L^2(kT)^2}.$$

The divergence of $R$ there comes from using the Boltzmann form all the way down to $E=-\infty$. The actual current stays finite: the Fermi function saturates, and the source has no states below its band edge.

For $m_x$ clearly below $m_c$, write $b=1/s<1$. Well below the top, $T\approx e^{-b(U-E)/kT}$. With $y=E/kT$, and the band-edge cutoff neglected,

$$\frac IW\approx I_0e^{-bU/kT}\int_{-\infty}^{\infty}dy\,e^{by}F_{-1/2}(-y).$$

Insert the definition of $F_{-1/2}$ and shift to $z=y+\varepsilon$. The double integral separates:

$$\frac1{\sqrt\pi}\int_0^\infty\frac{e^{-b\varepsilon}}{\sqrt\varepsilon}\,d\varepsilon\int_{-\infty}^{\infty}\frac{e^{bz}}{1+e^z}\,dz=\frac{1}{\sqrt b}\,\frac{\pi}{\sin\pi b}.$$

Hence

$$\frac IW\approx I_0\,\frac{\pi}{\sqrt b\,\sin\pi b}\,e^{-bU/kT},\qquad \frac{bU}{kT}=\frac{\pi LU\sqrt{m_x}}{\hbar\sqrt{2\phi}}.$$

This formula and the one for $R$ both diverge at $m_x=m_c$, where the actual leakage is finite, so neither should be used close to the crossover.

The exponent in the last formula contains $L\sqrt{m_x}$. The velocity gain is a power of the mass, while this leakage is exponential in its square root.

## From leakage to on-current

Assume the gate moves the barrier top one for one, apart from the charging energy of capacitance $C_G$ per area. Neglecting the small off-state charge,

$$U_{\rm on}=U_{\rm off}-qV_{DD}+\frac{q^2n(U_{\rm on})}{C_G}.$$

The leakage specification determines $U_{\rm off}$. A higher $U_{\rm off}$ gives a higher $U_{\rm on}$ and less charge. Tunnelling is kept in the on-state current, but the charge is the classical source-injected one.

The inputs are round model values: 300 K, $D=0.15$ eV, $V_{DD}=0.6$ V, $C_G=0.03$ F/m² and an off-current of 0.01 µA/µm. The results are:

| $L$ (nm) | $m_x/m_e$ | $U_{\rm off}$ (eV) | $U_{\rm on}$ (eV) | $I_{\rm on}$ (µA/µm) |
|---|---|---|---|---|
| 20 | 0.1 | 0.288 | −0.070 | 1775 |
| 20 | 0.9 | 0.249 | −0.080 | 685 |
| 6 | 0.1 | 0.761 | 0.161 | 21 |
| 6 | 0.9 | 0.262 | −0.077 | 657 |

**At 20 nm the belief holds.** The light device has on-state charge $4.52\times10^{12}$ cm⁻² and injection velocity $2.44\times10^5$ m/s; the heavy one has $5.07\times10^{12}$ cm⁻² and $0.84\times10^5$ m/s. The charge ratio 0.89 times the velocity ratio 2.89 gives 2.57, close to the full current ratio 2.59.

The two off-state barriers differ by 0.039 eV. Of this, $kT\ln3=0.028$ eV compensates the threefold larger thermal leakage. The rest is tunnelling: $s=0.50$ and 0.16 for the light and heavy devices give $R=1.58$ and 1.04, and $kT\ln(1.58/1.04)=0.011$ eV.

Half of the light device's leakage already passes below the barrier top. This agrees with the integral for $R$: at $s=1/2$ its part with $u<0$ is $\pi/4$, out of a total of $\pi/2$. A large tunnelling share is therefore compatible with a nearly thermal swing, here 61 mV per decade against $kT\ln10/q=59.5$ mV per decade.

**At 6 nm the order reverses.** Compare both orientations first at the same barrier, $U=0.262$ eV. The light mass has $s=1.63$, the heavy one $s=0.54$, and $m_c=0.26\,m_e$ lies between them. The light orientation leaks 350 times as much. Thermal injection accounts for a factor of 3, so tunnelling supplies the remaining factor of about 117.

To meet the specification, the light device needs $U_{\rm off}=0.761$ eV. The gate then brings the barrier only to $0.761-0.600\approx0.161$ eV, still above the source Fermi level, with almost no charge at the top. The heavy device ends below the Fermi level:

$$0.262-0.600+0.261=-0.077\ \text{eV},$$

where the last positive term is the charging energy for $n=4.89\times10^{12}$ cm⁻². The light device still has twice the injection velocity, $1.70\times10^5$ against $0.83\times10^5$ m/s, but very little charge to inject over the barrier. Charge times velocity gives less than 1 µA/µm; nearly all of its 21 µA/µm is tunnelling below the barrier top.

The poor gate response follows from the exponent. With $L$ fixed, $bU/kT\propto U/\sqrt\phi$, so

$$\frac{d}{dU}\left(\frac{bU}{kT}\right)=\frac{b}{kT}\left(1-\frac{U}{2\phi}\right).$$

For $b=0.414$, $U=0.761$ eV and $\phi=0.911$ eV this is 9.3 per eV, or 247 mV per decade. The full calculation, which includes the prefactor and the cutoffs, gives 254 mV per decade. The closed leakage formula gives 0.0116 µA/µm at this barrier, 16% above the specified value.

Removing tunnelling from the 6 nm calculation, while leaving everything else unchanged, gives 1849 µA/µm for the light device and 688 µA/µm for the heavy one. The light mass wins again, which identifies tunnelling as the cause of the reversal in this model.

## At 6 nm the best mass lies between the extremes

A heavier mass is not always better either. At 6 nm, with $m_d$ fixed, the on-current is 738, 874, 854 and 723 µA/µm for $m_x/m_e=0.2$, 0.3, 0.4 and 0.7. The maximum, 875 µA/µm, lies near $m_x=0.32\,m_e$. At 20 nm it lies near $0.03\,m_e$, below both orientations.

When the on-state is mainly thermal, its current has the form $I_{\rm on}=m_x^{-1/2}h(U_{\rm off})$, where $h$ falls as $U_{\rm off}$ rises. Setting the derivative with respect to $\ln m_x$ to zero gives

$$\frac{d\ln h}{dU_{\rm off}}\,\frac{dU_{\rm off}}{d\ln m_x}=\frac12.$$

Both factors on the left are negative. In this thermal approximation, the optimum is where the gain from a lower off-state barrier balances the loss of velocity; tunnelling in the on-state shifts the balance somewhat. This condition involves the supply and gate capacitance, so the optimum need not equal $m_c$, which marks a change of leakage regime.

For the two orientations, the on-currents are equal at $L=7.7$ nm. That length belongs to these inputs and is not a universal limit. With silicon-like masses 0.19 and 0.92, and $m_d$ their geometric mean, the light orientation still wins at $L=6$ nm (701 against 631 µA/µm) and loses at 5 nm (271 against 617 µA/µm). If the source-drain distance is held fixed instead of $L$, the masses 0.1 and 0.9 change order between 8 and 10 nm.

## How far the result can be trusted

One approximation that can be tested directly is the ideal-parabola transmission far below the barrier top. The leakage of the short light device originates there: its current peaks at −0.03 eV. Solving the wave equation for the parabola joined to flat contacts gives 1.45 times the leakage at the same barrier. Meeting the specification then requires $U_{\rm off}=0.80$ eV, and the on-current falls from 21 to 13 µA/µm. The heavy device changes by less than 1%, to 653 µA/µm. For the light device it therefore matters whether the parabola continues indefinitely or ends in flat contacts, but with this joined barrier the ordering survives at both lengths.

The model omits scattering, imperfect gate control and the valence band. The last omission limits what the short light device says about real materials. Its off-state barrier top lies 1.51 eV above the drain band edge. If the channel's band gap is smaller than that, its valence band overlaps the drain's conduction band, and tunnelling between the two can add leakage that a higher barrier does not remove. A larger gap does not make the one-band picture accurate: this leakage passes about 0.8 eV below the barrier top, where the nearby valence band reduces the decay constant. Multiplying its square by $1-[U(x)-E]/E_g$ with $E_g=2$ eV raises the leakage at 0.761 eV about eightfold, which worsens the light device further. The field at the drain end is about 8 MV/cm. The values 0.761 eV and 21 µA/µm therefore describe the model, not a real material. The model also omits the charge of tunnelling electrons, although they carry most of the short light device's current. If a lighter mass also lowers the density of states, the comparison changes again, because the charge at a given barrier is then no longer fixed. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
T = 300 K; kT = 0.02585 eV; DOS mass = 0.30 m_e
source edge = -0.15 eV; VDD = 0.60 V
C_G = 0.030 F/m^2; I_off = 0.010 uA/um
parabola transmission max relative error = 4.84e-03
L=20 nm, m_x=0.1: U_off=0.2883, U_on=-0.0704 eV
  swing=61.4 mV/dec; below-top share=0.5037
  leakage peak=0.2882 eV; n_on=4.517 x10^12/cm^2
  v_inj=2.435 x10^5 m/s; I_on=1775.0 uA/um
L=20 nm, m_x=0.9: U_off=0.2492, U_on=-0.0798 eV
  swing=59.7 mV/dec; below-top share=0.1308
  leakage peak=0.2560 eV; n_on=5.074 x10^12/cm^2
  v_inj=0.842 x10^5 m/s; I_on=685.0 uA/um
L=6 nm, m_x=0.1: U_off=0.7607, U_on=0.1608 eV
  swing=253.6 mV/dec; below-top share=1.0000
  leakage peak=-0.0289 eV; n_on=0.003 x10^12/cm^2
  v_inj=1.702 x10^5 m/s; I_on=21.1 uA/um
L=6 nm, m_x=0.9: U_off=0.2621, U_on=-0.0768 eV
  swing=61.9 mV/dec; below-top share=0.5488
  leakage peak=0.2596 eV; n_on=4.890 x10^12/cm^2
  v_inj=0.832 x10^5 m/s; I_on=656.6 uA/um
light/heavy I_on at 20 nm = 2.5911
light/heavy I_on at 6 nm = 0.0322
6 nm, common U=0.2621 eV: s_light=1.626, s_heavy=0.542
crossover mass at this barrier = 0.2645 m_e
light/heavy leakage: total=350.0, thermal=3.000
6 nm light: b=0.4136; closed leakage=0.01160 uA/um
no tunnelling: I_on light=1848.8, heavy=687.5 uA/um
wave L=20, m=0.1: U_off=0.2882 eV, I_on=1773.8 uA/um
  wave/parabola leakage at same barrier = 0.994
wave L=20, m=0.9: U_off=0.2492 eV, I_on=685.1 uA/um
  wave/parabola leakage at same barrier = 1.001
wave L=6, m=0.1: U_off=0.8030 eV, I_on=12.8 uA/um
  wave/parabola leakage at same barrier = 1.449
wave L=6, m=0.9: U_off=0.2619 eV, I_on=652.9 uA/um
  wave/parabola leakage at same barrier = 0.994
6 nm sweep m_x=0.2: U_off=0.4159 eV, I_on=738.3 uA/um
6 nm sweep m_x=0.3: U_off=0.3319 eV, I_on=873.9 uA/um
6 nm sweep m_x=0.4: U_off=0.3012 eV, I_on=853.6 uA/um
6 nm sweep m_x=0.5: U_off=0.2860 eV, I_on=808.1 uA/um
6 nm sweep m_x=0.7: U_off=0.2705 eV, I_on=722.5 uA/um
6 nm best m_x=0.316 m_e; I_on=875.2 uA/um
break-even length for the two orientations = 7.721 nm
```
